# Polar modes and critical thickness of a film between screening electrodes

## 1. What symmetry and dimensions fix

A film of thickness $d$ lies between two equal metals, with its normal along $z$. One polar mode, of displacement $u$ along $z$, gives the ionic polarization
$$P=\frac{Zu}{\Omega},$$
where $Z$ is the mode charge and $\Omega$ the cell volume. Reflection $z\to-z$ maps the non-polar film onto itself and reverses $u$, $P$ and the electric field $E$. To leading order the field produced by the mode is therefore linear in $P$, with no constant term:
$$E=-F\,\frac{P}{\varepsilon_0\varepsilon_\infty}. \tag{1}$$
Here $\varepsilon_\infty$ is the electronic permittivity and $F$ is dimensionless. If each metal screens over an effective length $\lambda$, then $F$ can depend on the lengths only through $\lambda/d$.

Two cases fix the ends of the scale. A transverse optical (TO) mode has $E=0$, so $F=0$. A longitudinal optical (LO) mode has zero displacement field, $D=\varepsilon_0\varepsilon_\infty E+P=0$, so $F=1$. Let $M$ be the mode mass and $\omega_{TO}^2$ the squared frequency at zero field. The equation of motion is
$$M\ddot u=-M\omega_{TO}^2u+ZE. \tag{2}$$
Inserting (1) and $u\propto e^{-i\omega t}$ gives
$$\omega^2=\omega_{TO}^2+F\,\frac{Z^2}{\Omega\varepsilon_0\varepsilon_\infty M}.$$
Setting $F=1$ identifies the last fraction:
$$\omega_{LO}^2-\omega_{TO}^2=\frac{Z^2}{\Omega\varepsilon_0\varepsilon_\infty M}, \tag{3}$$
$$\omega^2=\omega_{TO}^2+F\,(\omega_{LO}^2-\omega_{TO}^2). \tag{4}$$
The interpolation is linear in the squared frequency. What remains is $F$, which is a question of electrostatic boundary conditions.

The strain is held fixed, and changes of the force constants at the surfaces are left out.

## 2. The potential drop in an electrode

Let the upper metal fill $z>d/2$, with its potential $\phi$ going to zero deep inside. In the Thomas–Fermi description a positive potential attracts electrons, and the induced charge density is $\rho=-\varepsilon_0\varepsilon_e\phi/l^2$. Here $l$ is the screening length and $\varepsilon_e$ the background permittivity of the metal. Poisson's equation, $\varepsilon_0\varepsilon_e\phi''=-\rho$, becomes
$$\phi''=\frac{\phi}{l^2},\qquad \phi=\phi_s e^{-(z-d/2)/l}.$$
At the surface the field is $-\phi'=\phi_s/l$, and the normal displacement is continuous:
$$D=\varepsilon_0\varepsilon_e\frac{\phi_s}{l}
\quad\Rightarrow\quad
\phi_s=\frac{\lambda D}{\varepsilon_0},\qquad \lambda=\frac{l}{\varepsilon_e}. \tag{5}$$
At the lower metal $D$ points out of the electrode, and the surface potential is $-\lambda D/\varepsilon_0$. Any other linear interface with a drop proportional to $D$ can be described by the same $\lambda$.

## 3. The short-circuited film

The metals are short-circuited, so both interiors are at zero potential. The potential at the bottom of the film minus that at the top equals $Ed$:
$$Ed=-\frac{\lambda D}{\varepsilon_0}-\frac{\lambda D}{\varepsilon_0}
\quad\Rightarrow\quad Ed+\frac{2\lambda D}{\varepsilon_0}=0. \tag{6}$$
Insert $D=\varepsilon_0\varepsilon_\infty E+P$ and collect the terms in $E$:
$$E\,(d+2\lambda\varepsilon_\infty)=-\frac{2\lambda P}{\varepsilon_0}. \tag{7}$$
With $L=2\lambda\varepsilon_\infty$, comparison with (1) gives $F=L/(d+L)$, and hence
$$\boxed{\;\omega^2=\omega_{TO}^2+(\omega_{LO}^2-\omega_{TO}^2)\,\frac{2\lambda\varepsilon_\infty}{d+2\lambda\varepsilon_\infty}\;} \tag{8}$$

For $d\gg L$ the mode approaches TO, with the leading correction $(\omega_{LO}^2-\omega_{TO}^2)L/d$. For $\lambda\gg d/(2\varepsilon_\infty)$ it approaches LO. The limit $d\to0$ at fixed $\lambda$ also gives LO, but only formally, because a film cannot be thinner than a cell.

In density functional perturbation theory, a bulk calculation supplies $\omega_{TO}^2$ and $Z$ at zero macroscopic field, and $\varepsilon_\infty$ from the electronic response to a field. The LO–TO term is then added with weight $F$ in place of 1.

## 4. Patterns that vary through the thickness

Let $P(z)$ vary, with mean $\bar P$. There is no free charge in the film, so $D$ does not depend on $z$, and $E(z)=[D-P(z)]/(\varepsilon_0\varepsilon_\infty)$. The short-circuit condition is
$$\frac{(D-\bar P)d}{\varepsilon_0\varepsilon_\infty}+\frac{2\lambda D}{\varepsilon_0}=0
\quad\Rightarrow\quad D=\bar P\,\frac{d}{d+L}. \tag{9}$$
A pattern with $\bar P=0$ has $D=0$ and stays at $\omega_{LO}$. Among laterally uniform patterns, the one that is also uniform through the thickness is the one that softens. This holds in a model without short-range coupling between layers.

As a test, film and electrodes were treated by a finite-difference solution of Poisson's equation, with the film cut into 60 layers and the parameters of Section 8. For thicknesses from 0.4 to 20 nm the lowest squared frequency agreed with (8) within 0.05 THz², and the other 59 lay at the LO value within 0.02 THz².

## 5. Who supplies the charge

Equation (8) requires the surface charge of the metals to follow the vibration. If neither a wire nor lateral flow can bring charge to the plates, then $D=0$, and the uniform mode stays at $\omega_{LO}$ for every thickness.

An outer wire is not needed if the mode has a small in-plane wave number $q$. Charge then slides along each metal from one half-wave to the next, and both interiors stay at zero potential. At $d=4$ nm and $q=0.02$ nm$^{-1}$ the Poisson solution agrees with (8) within 0.05 THz². That solution treats the metals as ideal: the ohmic drop inside them must be small compared with the screening drop $\lambda D/\varepsilon_0$, a condition estimated in Section 10. Retardation of the field is neglected. The static threshold derived next needs charge flow too, but not fast flow.

## 6. The critical thickness

A ferroelectric has $\omega_{TO}^2<0$ in its non-polar phase. Let $\omega_{LO}^2>0$. Setting (8) to zero and multiplying by $d+L$,
$$|\omega_{TO}^2|\,(d+L)=(\omega_{LO}^2+|\omega_{TO}^2|)\,L .$$
The term $|\omega_{TO}^2|L$ cancels, and
$$\boxed{\;d_c=2\lambda\varepsilon_\infty\frac{\omega_{LO}^2}{|\omega_{TO}^2|}\;} \tag{10}$$
Above $d_c$ the non-polar film is unstable to uniform polarization. If $\omega_{LO}^2\le0$, then $F<1$ makes $\omega^2<0$ at every $d>0$, and there is no positive critical thickness.

**Several modes.** For modes $i$, the response to a field at frequency $\omega$ is $M_i(\omega_i^2-\omega^2)u_i=Z_iE$. Hence $D=\varepsilon_0\varepsilon(\omega)E$ with
$$\varepsilon(\omega)=\varepsilon_\infty+\sum_i\frac{Z_i^2/(\Omega\varepsilon_0M_i)}{\omega_i^2-\omega^2}.$$
Condition (6) becomes $E[d+2\lambda\varepsilon(\omega)]=0$. A mode with a field therefore obeys
$$\varepsilon(\omega)=-\frac{d}{2\lambda}. \tag{11}$$
For large $d/\lambda$ the solutions approach the poles of $\varepsilon$, the TO frequencies. For small $d/\lambda$ they approach its zeros, the LO frequencies. With one unstable TO mode and all LO modes stable, the threshold lies at $\omega=0$:
$$d_c=-2\lambda\,\varepsilon(0). \tag{12}$$
For one mode, (3) gives $\varepsilon(0)=\varepsilon_\infty\omega_{LO}^2/\omega_{TO}^2$, and (12) reduces to (10). The inverse capacitance per area, $[d/\varepsilon(0)+2\lambda]/\varepsilon_0$, vanishes there.

A three-mode case shows (12) at work. Take $\lambda=0.02$ nm, $\varepsilon_\infty=6$, squared TO frequencies $-25$, 30 and 220 THz², and strengths $Z_i^2/(4\pi^2\Omega\varepsilon_0M_i)$ of 900, 100 and 400 THz². Then $\varepsilon(0)=6-36+3.33+1.82=-24.85$ and $d_c=0.994$ nm. As a check, write $S_i$ for the strengths. The field (7), with $P$ summed over the modes, gives the matrix of squared frequencies $\nu_i^2\delta_{ij}+\sqrt{S_iS_j}\,2\lambda/(d+2\lambda\varepsilon_\infty)$. Its lowest eigenvalue vanishes at the same thickness.

## 7. Polarization above the threshold

Add a quartic term with $\beta>0$. The force $ZE$ is linear in $u$, so its energy is $-\tfrac12ZuE$. By (8) the energy per cell is
$$U=\tfrac12M\omega^2u^2+\tfrac14\beta u^4 .$$
In the bulk at zero field $\omega^2=\omega_{TO}^2$, and $U'=0$ gives $u_0^2=M|\omega_{TO}^2|/\beta$. In the film $u^2=-M\omega^2/\beta$, so $u^2/u_0^2=-\omega^2/|\omega_{TO}^2|$. From (10), $(\omega_{LO}^2+|\omega_{TO}^2|)L=|\omega_{TO}^2|(d_c+L)$. Then (8) becomes
$$-\omega^2=|\omega_{TO}^2|\left[1-\frac{d_c+L}{d+L}\right]=|\omega_{TO}^2|\frac{d-d_c}{d+L},$$
and with $P_0=Zu_0/\Omega$,
$$P=P_0\sqrt{\frac{d-d_c}{d+2\lambda\varepsilon_\infty}}. \tag{13}$$
The polarization grows continuously from zero at $d_c$. The curvature at the new minimum is $M\omega^2+3\beta u^2=-2M\omega^2$. The vibration about the polar state therefore has the real frequency $\sqrt2\,|\omega|$. With $\beta<0$ and a positive higher term, a polar minimum could exist below $d_c$, and (13) would not apply.

## 8. Worked example

The parameters are round, rough values in the regime of perovskite titanate capacitors with conducting-oxide electrodes. The metals have $l=0.10$ nm and $\varepsilon_e=5$, so $\lambda=0.020$ nm. These two are effective values chosen to give this $\lambda$, not bulk properties of a conducting oxide; (8) and (10) contain only $\lambda$. The film has $\varepsilon_\infty=6$, so $L=0.240$ nm. The cell edge is 0.4 nm, the mode charge $7e$ and the mode mass 24 atomic mass units. With $\nu=\omega/2\pi$, the squared TO frequency is $\nu_{TO}^2=-25.0$ THz².

Equation (3), divided by $4\pi^2$, gives a difference of 235.1 THz². Hence $\nu_{LO}^2=210.1$ THz² and $\nu_{LO}=14.5$ THz (484 cm$^{-1}$). The critical thickness is
$$d_c=0.240\ \text{nm}\times\frac{210.1}{25.0}=2.02\ \text{nm},$$
or five cells. Locating the zero of the lowest mode in the Poisson solution gives the same value.

| $d$ (nm) | $\nu^2$ (THz²) |
|---|---|
| 1 | 20.51 |
| 2 | 0.19 |
| 4 | −11.69 |
| 20 | −22.21 |
| 100 | −24.44 |

The weight $F$ falls to one half already at $d=L=0.24$ nm, less than a cell. A film of 1 nm is thus far below the LO value of 210 THz². The approach to TO is nevertheless slow on the scale of $|\nu_{TO}^2|$, because $F$ multiplies a difference about nine times larger. At 100 nm the deviation is still 2% of $|\nu_{TO}^2|$.

For $d=4$ nm,
$$\nu^2=-25.0+235.1\times\frac{0.240}{4.240}=-11.7\ \text{THz}^2,$$
$$\frac{P}{P_0}=\sqrt{\frac{4-2.017}{4.240}}=0.684 .$$
A bulk displacement of 0.015 nm gives $P_0=26.3$ µC/cm², so $P=18.0$ µC/cm². By (9) the metals carry $D=18.0\times4/4.24=17.0$ µC/cm². They compensate most of the polarization, yet the remainder produces a field of 1.92 MV/cm, from (7), and a drop of 0.77 V across the film. The vibration about the polar state has the frequency $\sqrt{2\times11.69}=4.84$ THz.

## 9. Stripes can appear in thinner films

The threshold $d_c$ concerns uniform polarization. A polarization that alternates along $x$ has a weaker depolarizing field. Let the TO mode stiffen as $\omega_{TO}^2(q)=\omega_{TO}^2+v^2q^2$. The static permittivity along $z$ is then
$$\varepsilon_z(q)=\varepsilon_\infty+\frac{\varepsilon_\infty(\omega_{LO}^2-\omega_{TO}^2)}{\omega_{TO}^2+v^2q^2},$$
which is negative where the instability occurs. Let $\varepsilon_x$ be the in-plane static permittivity, taken as positive. This assumes that the in-plane polar modes are stable, which compressive strain can achieve but which fails in an unstrained cubic ferroelectric. Write $\phi=f(z)\cos qx$. The condition $\nabla\cdot\mathbf D=0$ reads $\varepsilon_zf''=\varepsilon_xq^2f$, or
$$f''=-k^2f,\qquad k^2=\frac{\varepsilon_xq^2}{|\varepsilon_z|}.$$
A polarization even in $z$ needs an odd potential, $f=A\sin kz$. In the metal $f''=(q^2+1/l^2)f$. The decay length is $l/\sqrt{1+q^2l^2}$, and $\lambda$ in (5) becomes $\lambda_q=\lambda/\sqrt{1+q^2l^2}$. At the upper surface $D_z=\varepsilon_0|\varepsilon_z|kA\cos(kd/2)\cos qx$, and (5) gives
$$\tan\frac{kd}{2}=\lambda_q|\varepsilon_z|k
\quad\Rightarrow\quad
d(q)=\frac2k\arctan(\lambda_q|\varepsilon_z|k). \tag{14}$$
For $q\to0$ this returns $d_c=2\lambda|\varepsilon(0)|$.

To see whether stripes come first, expand to order $q^2$. The arctangent lowers $d(q)$ by the relative amount $\lambda^2\varepsilon_x|\varepsilon(0)|q^2/3$. The stiffening raises $|\varepsilon_z|$ by the relative amount $(1+\varepsilon_\infty/|\varepsilon(0)|)\,v^2q^2/|\omega_{TO}^2|$. The change of $\lambda_q$ lowers $d(q)$ by $l^2q^2/2$.

In the example $\varepsilon(0)=-50.4$, and the rough inputs are $\varepsilon_x=100$ and $v=10$ km/s. The three coefficients of $q^2$ are 0.67, 0.11 and 0.005 nm². The lowering wins, so with these inputs stripes preempt the uniform instability. The outcome depends on the inputs: for $\varepsilon_x$ below about 16, or for $v=30$ km/s, the uniform instability comes first, and the stripe threshold given next moves to 0.67 nm for $v=5$ km/s and to 1.93 nm for $v=20$ km/s.

Minimizing (14) over $q$ gives a stripe threshold of 1.23 nm, with a period of 3.22 nm. In the Poisson solution, a film 10% thinner than this was stable at all 41 wave numbers sampled from 0 to 4 nm$^{-1}$. A film 10% thicker was unstable to the stripe but stable to uniform polarization. The threshold is only about three cells, so the continuum value is an estimate.

The uniform polar state must itself resist stripes. Around it the local curvature is $M\omega_{TO}^2+3\beta u^2=M\omega_{TO}^2(1-3P^2/P_0^2)$. Using this in (14), with $\varepsilon_x$ unchanged, shows local stability above 2.46 nm. Between 2.02 and 2.46 nm the uniform polar solution exists but is unstable to a lateral modulation. At 4 nm it is locally stable. This does not show that it has the lowest energy.

## 10. The model beside a real capacitor

A perovskite titanate has more than one polar mode, so the LO frequency of the single-mode example is not that of a material; (12) is the relation to use with a full $\varepsilon(0)$. In the example, allowing stripes moves the onset of polarization from 2.02 to 1.23 nm.

Temperature acts the other way. Take $\omega_{TO}^2\propto1-T/T_0$ with a rough $T_0=800$ K and a fixed LO–TO difference. Then $d_c+L$ grows by $1/(1-T/T_0)$, and at 300 K
$$d_c=\frac{2.017+0.240}{0.625}-0.240=3.37\ \text{nm}.$$
With $\varepsilon_x$ and $v$ unchanged, the stripe threshold from (14) rises to 2.00 nm. Interfaces with a larger $\lambda$ raise the uniform threshold $d_c$ in proportion, if the film's properties stay fixed. The stripe threshold saturates as $\lambda$ grows: by (14), doubling $\lambda$ in the example at fixed $l$ raises it only from 1.23 to 1.35 nm. Halving $\lambda$ lowers it to 0.96 nm, and below about $\lambda=0.008$ nm the uniform instability comes first, so that the onset is again proportional to $\lambda$.

The remaining estimates use rough inputs:

- **Breakdown.** The field in the 4 nm film is 0.38 of an assumed strength of 5 MV/cm.
- **Band edges.** Half the drop, 0.38 eV, shifts the conduction band at each interface, against an assumed barrier of 1.0 eV. This is the value at 4 nm; in thick films it tends to $e\lambda P_0/\varepsilon_0=0.59$ eV. A shift beyond the barrier would let electrons spill into the film, and the insulating model would fail.
- **Tunnelling.** For a rectangular barrier of height $B$ and the free-electron mass $m_e$, let $\kappa=\sqrt{2m_eB}/\hbar$. Each in-plane wave vector $k_\parallel$ contributes $2e^2/h$ times the transmission, the 2 counting spin. Only the exponential factor $e^{-2ds}$ of the transmission is kept, with $s=\sqrt{\kappa^2+k_\parallel^2}$. Per area there are $k_\parallel dk_\parallel/(2\pi)$ wave vectors in the interval $dk_\parallel$, and $k_\parallel dk_\parallel=s\,ds$. The conductance per area is then $(e^2/\pi h)\int_\kappa^\infty s\,e^{-2ds}\,ds$, or
$$G=\frac{e^2}{\pi h}e^{-2\kappa d}\left(\frac{\kappa}{2d}+\frac1{4d^2}\right).$$
The relaxation time $\varepsilon_0\varepsilon_\infty/(dG)$ at $d_c$ is $1.5\times10^{-6}$ s, against an LO period of $6.9\times10^{-14}$ s. With the outer circuit open, tunnelling at this thickness is therefore too slow to short the plates during a vibration. The time is exponentially sensitive to the inputs. With the full transmission of the barrier, a Fermi energy of 2 eV in the metals, a mass of $0.4m_e$ in the film and $B=0.5$ eV, it falls to about $10^{-11}$ s at $d_c$ and to about the LO period at 1 nm. With the metals short-circuited, their interiors are at equal potential and no net tunnelling current is driven.
- **Electrode speed.** For a conductivity $\sigma=5\times10^5$ S/m, $\sigma/(\varepsilon_0\omega_{LO})$ is about 620, and the charge relaxation rate $\sigma/(\varepsilon_0\varepsilon_e)$ is about 120 times $\omega_{LO}$. Local screening is therefore fast, if the conductivity at the phonon frequency is not far below this static value. But the charge must also travel. A current density of amplitude $\omega D$ through a metal of thickness $t$ causes an ohmic drop $\omega Dt/\sigma$, which adds $\varepsilon_0\omega t/\sigma$ to $\lambda$, a quarter period out of phase. At $\omega_{LO}$ and $t=20$ nm this is 0.032 nm, more than $\lambda$ itself. At the 4.84 THz of the polar 4 nm film it is 0.011 nm, which turns that frequency into about $4.8-0.7i$ THz. For sideways flow in thick metals, $qt\gg1$, the length $1/q$ replaces $t$, and $q=0.02$ nm$^{-1}$ gives 0.08 nm. The vibration frequencies in the example therefore hold for ideal electrodes; with this conductivity the modes can be strongly damped and shifted. The static thresholds are unaffected.

The main values are listed in the numerical output.

## Computed values

```
cell edge: 0.4 nm
mode charge: 7.0 e
mode mass: 24.0 u
electronic permittivity: 6.0
Thomas-Fermi length of electrode: 0.10 nm
background permittivity of electrode: 5.0
effective screening length: 0.020 nm
2 lambda eps_inf: 0.240 nm
squared TO frequency: -25.0 THz^2
LO-TO difference of squares: 235.1 THz^2
squared LO frequency: 210.1 THz^2
LO frequency: 14.50 THz
LO wave number: 484 cm^-1
static permittivity, non-polar phase: -50.4
squared mode frequency at 1 nm: 20.51 THz^2
squared mode frequency at 1.5 nm: 7.43 THz^2
squared mode frequency at 2 nm: 0.19 THz^2
squared mode frequency at 3 nm: -7.58 THz^2
squared mode frequency at 4 nm: -11.69 THz^2
squared mode frequency at 8 nm: -18.15 THz^2
squared mode frequency at 20 nm: -22.21 THz^2
squared mode frequency at 100 nm: -24.44 THz^2
critical thickness, uniform, formula: 2.017 nm
critical thickness, uniform, Poisson: 2.017 nm
critical thickness in cells: 5.0
three-mode test: critical thickness: 0.994 nm
bulk mode displacement: 0.015 nm
bulk polarization: 26.3 uC/cm2
bulk well depth per cell: 13.8 meV
example film thickness: 4.0 nm
film ionic polarization / bulk: 0.684
film ionic polarization: 18.0 uC/cm2
film electrode charge D: 17.0 uC/cm2
film depolarizing field: 1.92 MV/cm
potential drop across film: 0.77 V
mode frequency about polar state: 4.84 THz
in-plane permittivity (rough): 100
TO stiffening speed v (rough): 10 km/s
stripe threshold thickness: 1.23 nm
stripe period at threshold: 3.22 nm
uniform state locally stable above: 2.46 nm
bulk softening temperature (rough): 800 K
uniform critical thickness at 300 K: 3.37 nm
breakdown field (rough input): 5.0 MV/cm
depolarizing field / breakdown: 0.38
electrode barrier (rough input): 1.0 eV
band-edge shift at interface: 0.38 eV
tunnel relaxation time at d_c: 1.5e-06 s
LO period: 6.9e-14 s
electrode conductivity (rough input): 5e+05 S/m
electrode sigma/(eps0 omega_LO): 620
```
